# Abnormal relative-time states of the Wick-Cutkosky model above coupling 1/4

Two distinguishable scalar particles of equal mass \(m\) exchange a massless scalar. Each vertex carries the factor \(-ig\), free propagators are used, and ladder diagrams alone are summed. Natural units \(\hbar=c=1\) suit this relativistic problem. The static potential is \(-\alpha/r\), and

\[
\alpha=\frac{g^2}{16\pi m^2},\quad \lambda=\frac{\alpha}{\pi},\quad \eta=\frac{M}{2m},\quad \varepsilon^2=1-\eta^2,
\]

where \(M\) is the mass of the bound state and \(0\le\eta<1\). The states carry a hydrogen-like number \(n=1,2,\ldots\) and a number \(\kappa=0,1,\ldots\) that counts nodes in a relative-energy coordinate. Those with \(\kappa\ge1\) are called abnormal. The claim is that they require \(\lambda>1/4\), that every such \(\lambda\) supports infinitely many of them for each \(n\), and that none can be continued to \(\alpha\to0\). Their binding does vanish as \(\lambda\to1/4\) from above, but that is a threshold at finite coupling, not a nonrelativistic limit.

In the rest frame, with relative momentum \(p\), the ladder Bethe-Salpeter equation is

\[
\Phi(p)=\frac{i}{(P/2+p)^2-m^2}\,\frac{i}{(P/2-p)^2-m^2}\int\!\frac{d^4q}{(2\pi)^4}\frac{(-ig)^2\,i}{(p-q)^2}\,\Phi(q),
\]

with the usual \(+i0\) in each denominator. Since \(M<2m\), the propagator poles in \(p_0\) with positive real part lie below the real axis and those with negative real part above it. The contour can therefore turn to \(p_0=ip_4\), \(q_0=iq_4\) without crossing them; the bound-state amplitude is taken to have the same analytic structure. Now \((p-q)^2\to-(p-q)^2\), with a Euclidean square on the right, and \(d^4q\to i\,d^4q\). The factors \(i^2\), \((-ig)^2i=-ig^2\), the rotation factor \(i\) and the sign of the exchange denominator multiply to \(+g^2\). The two particle denominators give

\[
D=(p^2+a^2)^2+M^2p_4^2,\qquad a^2=m^2-\tfrac14M^2=m^2\varepsilon^2 .
\]

Because \(g^2/(16\pi^4)=\lambda m^2/\pi^2\), the rotated equation is

\[
D\,\phi(p)=\frac{\lambda m^2}{\pi^2}\int d^4q\,\frac{\phi(q)}{(p-q)^2}.
\]

In four dimensions the gradient \(-2/p^3\) of \(1/p^2\), times the sphere area \(2\pi^2p^3\), gives \(\nabla^2(1/p^2)=-4\pi^2\delta^4(p)\). Applying the Laplacian to \(\psi=D\phi\) therefore yields

\[
\nabla^2\psi+\frac{4\lambda m^2}{D}\psi=0,\qquad \psi=O(p^{-2})\ \text{at infinity}.
\]

Conversely, a regular solution with this decay satisfies the integral equation: the difference of its two sides is harmonic everywhere and vanishes at infinity, so it is zero.

The differential equation separates on a four-sphere. Set \(\rho=p^2+a^2\) and

\[
\xi_0=\frac{a^2-p^2}{\rho},\quad \xi_\mu=\frac{2ap_\mu}{\rho},\quad z=\xi_4=\frac{2ap_4}{\rho}.
\]

These five coordinates have unit length, and the metric on the sphere is \(w^2dp^2\) with \(w=2a/\rho\). Its Laplacian is

\[
\Delta F=w^{-4}\nabla\!\cdot(w^2\nabla F)=\frac{\rho^2}{4a^2}\left(\nabla^2F-\frac{4}{\rho}\,p\cdot\nabla F\right).
\]

Since \(\nabla^2(1/\rho)=-8/\rho^2+8p^2/\rho^3=-8a^2/\rho^3\), writing \(\psi=F/\rho\) gives

\[
\nabla^2\frac F\rho=\frac1\rho\left(\nabla^2F-\frac4\rho\,p\cdot\nabla F\right)-\frac{8a^2F}{\rho^3}
=\frac{4a^2}{\rho^3}(\Delta-2)F .
\]

Inserting \(p_4=z\rho/(2a)\), one finds \(D=\rho^2m^2(\varepsilon^2+\eta^2z^2)/a^2\). The common factor \(4a^2/\rho^3\) then cancels:

\[
(\Delta-2)F+\frac{\lambda}{\varepsilon^2+\eta^2z^2}F=0 .
\]

At fixed \(z\) there remains a three-sphere, whose harmonics \(Y\) have eigenvalue \(-(n^2-1)\) and degeneracy \(n^2\), as in hydrogen. Let \(s=1-z^2\) and \(F=f(z)Y\). The operator \(\Delta\) acts on \(f\) as \(sf''-4zf'-(n^2-1)f/s\). For \(f=h/s\),

\[
f'=\frac{h'}s+\frac{2zh}{s^2},\qquad
f''=\frac{h''}s+\frac{4zh'}{s^2}+\left(\frac2{s^2}+\frac{8z^2}{s^3}\right)h .
\]

Thus \(sf''-4zf'=h''+2h/s\), and the last term cancels against \(-2f\). The result is

\[
h''-\frac{n^2-1}{s^2}h+\frac{\lambda}{s(\varepsilon^2+\eta^2z^2)}h=0,\qquad -1<z<1. \tag{1}
\]

Near an end, the powers \(s^r\) obey \(4r(r-1)=n^2-1\), so \(r=(1\pm n)/2\). Regularity of \(F\) selects \(r=(n+1)/2\). For given \(\eta\) this is a Sturm-Liouville problem with eigenvalues \(\lambda_\kappa\), and \(\kappa\) is the number of interior nodes.

The reflection \(p_4\to-p_4\) is \(z\to-z\) and leaves \(Y\) unchanged, so \(\phi\) has parity \((-1)^\kappa\) in relative energy. For odd \(\kappa\), \(\int dp_4\,\phi=0\): the amplitude vanishes at equal times. These states are thus excitations of relative time. For even \(\kappa\ge2\) the symmetry does not make the equal-time amplitude vanish, and these states are identified by their nodes in \(z\).

At \(\eta=0\) the interaction factor is one. Four-sphere harmonics of degree \(L=n-1+\kappa\) then give \(\lambda=L(L+3)+2=(n+\kappa)(n+\kappa+1)\). As \(\eta\) grows, \(\varepsilon^2+\eta^2z^2=1-\eta^2s\) decreases at every interior point. The attraction grows, and every \(\lambda_\kappa\) falls strictly and continuously.

The lower bound follows from a node. For \(\kappa\ge1\), an odd state vanishes at \(z=0\), while an even one has nodes in pairs \(\pm z\). Either way \(h\) vanishes at some \(a_0\in[0,1)\) and at \(1\). A comparison function is

\[
u(z)=\sqrt z\,f(t),\qquad f(t)={}_2F_1(\tfrac14,-\tfrac14;1;t),\qquad t=z^2.
\]

Differentiation gives \(u''=z^{-3/2}(4t^2f''+4tf'-f/4)\). Hence the equation

\[
u''+\frac{u}{4z^2(1-z^2)}=0
\]

is the same as \(t(1-t)f''+(1-t)f'+f/16=0\), the hypergeometric equation for the stated parameters. All coefficients of \(f\) after the leading 1 are negative, so \(f\) falls from 1 to \(f(1)=2\sqrt2/\pi=0.900316\), and \(u>0\) on \((0,1]\). With \(h=uv\),

\[
h'^2=u^2v'^2+(uu'v^2)'-uu''v^2 .
\]

The boundary term is \(h^2u'/u\). At \(z=1\), \(u'\) diverges logarithmically but \(h^2\) vanishes as a power; at \(a_0=0\), \(h^2\sim z^2\) beats \(u'/u\sim1/(2z)\); at \(a_0>0\) it is plainly zero. Therefore

\[
\int_{a_0}^1h'^2dz\ge\frac14\int_{a_0}^1\frac{h^2}{z^2s}\,dz .
\]

Multiplying (1) by \(h\) and integrating by parts gives

\[
\int_{a_0}^1\!\left[h'^2+\frac{n^2-1}{s^2}h^2\right]dz
=\lambda\int_{a_0}^1\!\frac{h^2\,dz}{s(\varepsilon^2+\eta^2z^2)}
<\lambda\int_{a_0}^1\!\frac{h^2}{z^2s}\,dz,
\]

because \(\varepsilon^2+\eta^2z^2-z^2=\varepsilon^2s>0\). The term in \(n^2-1\) is not negative, so the two inequalities together require \(\lambda>1/4\). The ground state \(\kappa=0\) has no zero in the interior, and it escapes the argument.

For existence, let \(\lambda=1/4+\nu^2\) with \(\nu>0\). At threshold, \(\varepsilon=0\), a power \(z^r\) near the origin obeys \(r(r-1)+\lambda=0\), so \(r=1/2\pm i\nu\). The solution regular at \(z=1\) behaves as \(\sqrt z\sin(\nu\ln z+\text{const})\) and has infinitely many zeros accumulating at \(z=0\). Any chosen finite number of them lies at a positive distance from the origin and survives when \(\varepsilon\) is small enough. By Sturm comparison, \(\lambda_\kappa<\lambda\) then holds for any prescribed \(\kappa\). As \(\lambda\) may be taken as close to \(1/4\) as desired, the lower bound gives \(\lambda_\kappa\to1/4\) as \(\eta\to1\), for every \(\kappa\ge1\).

Each abnormal curve therefore falls continuously from \((n+\kappa)(n+\kappa+1)\) at \(M=0\) to \(1/4\) at \(M=2m\). A fixed \(\lambda>1/4\) meets it once if \(\lambda\le(n+\kappa)(n+\kappa+1)\), which holds for infinitely many \(\kappa\). At \(\lambda\le1/4\) it meets none.

A logarithmic coordinate shows what happens near threshold. Put \(z=(\varepsilon/\eta)\sinh x\), so that \(\varepsilon^2+\eta^2z^2=\varepsilon^2\cosh^2x\) and

\[
h_{zz}=\frac{\eta^2}{\varepsilon^2\cosh^2x}\,(h_{xx}-\tanh x\,h_x).
\]

With \(h=\sqrt{\cosh x}\,U\) the first derivatives cancel, and the bracket becomes \(\sqrt{\cosh x}\,(U''-\frac14U+\frac34\operatorname{sech}^2x\,U)\). For \(n=1\), equation (1) is then

\[
-U''-\frac34\operatorname{sech}^2x\,U=\left[\frac{\lambda}{\eta^2(1-z^2)}-\frac14\right]U .
\]

This is a particle in a box of length \(2\operatorname{arcsinh}(\eta/\varepsilon)\simeq2\ln(2/\varepsilon)\) with a well at its centre. Away from the walls and for \(\eta\to1\), the bracket is \(\lambda-1/4=\nu^2\). At any \(\varepsilon>0\) the levels are discrete. As \(\varepsilon\to0\) the box grows without limit, the critical coupling becomes the edge of a continuum, and the abnormal states are standing waves above that edge.

The binding near threshold follows by matching at \(\varepsilon\ll z\ll1\). In the inner region let \(y=z/\varepsilon\). At \(\lambda=1/4\) equation (1) becomes \((1+y^2)h''+h/4=0\), with solutions

\[
h_+=y\,{}_2F_1(\tfrac14,\tfrac14;\tfrac32;-y^2),\qquad
h_-={}_2F_1(-\tfrac14,-\tfrac14;\tfrac12;-y^2),
\]

odd and even respectively. For equal first parameters \(b\) and third parameter \(c\), the connection formula at large \(y\) gives \({}_2F_1\propto y^{-2b}[\ln y+\psi(1)-\frac12\psi(b)-\frac12\psi(c-b)]\), where \(\psi\) with a numerical argument is the digamma function. Both solutions are thus proportional to \(\sqrt y(\ln y+c_\pm)\). Using \(\psi(x+1)=\psi(x)+1/x\) and \(\psi(\frac12\mp\frac14)=-\gamma\mp\frac\pi2-3\ln2\), with \(\gamma\) Euler's constant, one obtains

\[
c_\pm=3\ln2-2\pm\frac\pi2 .
\]

In the outer region \(\varepsilon=0\), and the solution regular at \(z=1\) is

\[
h=\sqrt z\,s^{(n+1)/2}{}_2F_1\!\left(\tfrac n2+\tfrac34,\tfrac n2+\tfrac14;n+1;s\right).
\]

Its parameters are fixed by the exponents at \(z=1\), at \(z=0\) (double exponent \(1/2\)) and at infinity (\(z^0\) and \(z^1\)). The logarithmic connection formula at \(s\to1\) gives \(h\propto\sqrt z(\ln z+d_n)\), with

\[
d_n=\gamma+\tfrac12\left[\psi(\tfrac n2+\tfrac34)+\psi(\tfrac n2+\tfrac14)\right]
=\gamma+\psi(n+\tfrac12)-\ln2,
\]

where the last step is the duplication formula.

For small \(\nu\), the logarithms become \(\sin[\nu(\ln(z/\varepsilon)+c_\pm)]\) and \(\sin[\nu(\ln z+d_n)]\). Changing the sign of \(\nu\) interchanges the two powers, so the phases are odd in \(\nu\), and \(c_\pm,d_n\) acquire corrections of order \(\nu^2\). The phases must agree up to \(k\pi\). For \(k=1\) the inner phase stays below \(\pi\): the odd state has no positive node and is \(\kappa=1\), while the even one starts at negative phase, has one positive node, and is \(\kappa=2\). Hence

\[
\varepsilon=\exp\!\left(c_\pm-d_n-\frac\pi\nu\right)[1+O(\nu^2)],\qquad
B=2m(1-\eta)\simeq m\varepsilon^2. \tag{2}
\]

With \(\nu^2=(\alpha-\pi/4)/\pi\), the binding vanishes faster than any power of \(\alpha-\pi/4\). It has an essential singularity there, not a Coulomb expansion. At fixed, not necessarily small \(\nu\), changing \(\ln\varepsilon\) by \(-\pi/\nu\) leaves the matching condition intact. Successive shallow states of the same parity therefore have \(\varepsilon\) in the ratio \(e^{-\pi/\nu}\).

The normal state behaves otherwise. As \(\lambda\to0\), its interaction narrows to the region \(|z|\sim\varepsilon\) and acts as a delta function of strength \(\lambda\int dz/(\varepsilon^2+z^2)=\pi\lambda/\varepsilon\). For \(z>0\) outside it, the regular solution is

\[
h=\sqrt{1-z^2}\left(\frac{1-z}{1+z}\right)^{n/2},\qquad \frac{h'}h=-\frac{n+z}{1-z^2}.
\]

Squaring \(h'/h\) and adding its derivative gives \((n^2-1)/s^2\), as (1) requires. The slope jumps by \(-2n\) across the origin, so

\[
2n=\frac{\pi\lambda}{\varepsilon},\qquad \varepsilon=\frac{\alpha}{2n},\qquad B\simeq\frac{m\alpha^2}{4n^2}.
\]

This is the Bohr formula for reduced mass \(m/2\). For a potential \(-Z/r\) in atomic units, \(\alpha=Z/c\). Letting \(c\to\infty\) at fixed \(Z\) keeps these levels, but drives \(\alpha\) below \(\pi/4\) and removes every abnormal state.

The first correction for \(n=1\) shows how the limit is approached. Integrating (1) against \(1-z\) on \((0,1)\), with \(h\simeq h(0)(1-z)\), gives

\[
1\simeq\lambda\int_0^1\frac{1-z}{1+z}\frac{dz}{\varepsilon^2+z^2}
=\lambda\left[\frac{\pi}{2\varepsilon}-2\ln\frac1\varepsilon+O(1)\right].
\]

The change of \(h\) near the origin is of relative order \(\varepsilon\) over a width \(\varepsilon\), and with its tail it affects only the \(O(1)\) term. Solving for \(\varepsilon\) gives \(B\simeq\frac14m\alpha^2[1-\frac{4\alpha}\pi\ln\frac2\alpha+O(\alpha)]\). At \(\alpha=0.01\) the computed binding is \(2.362\times10^{-5}m\), against the Bohr value \(2.500\times10^{-5}m\). The deficit is 5.5% of the Bohr value; the logarithm alone accounts for 6.7%, and the difference is of the size of the omitted \(O(\alpha)\) term.

The numerical output gives the abnormal states for \(n=1\). The \(\kappa=1\) coupling falls from 5.330 at \(\varepsilon=0.9\) to 0.522 at \(\varepsilon=10^{-2}\) and 0.291 at \(\varepsilon=10^{-6}\). The approach to \(1/4\) is slow because \(\nu\) falls as the inverse logarithm of \(\varepsilon\). Over the same range the normal coupling falls from 1.692 to below \(10^{-5}\).

At \(\lambda=1/2\), or \(\alpha=1.571\), the normal state is bound by \(0.165m\). The states \(\kappa=1\) and \(2\) are bound by \(6.12\times10^{-5}m\) and \(5.89\times10^{-7}m\). For the first, \(\varepsilon^2=(7.822\times10^{-3})^2=6.12\times10^{-5}\), in accord with \(B\simeq m\varepsilon^2\). Here \(\nu=1/2\), so the predicted ratio of successive \(\varepsilon\) is \(e^{2\pi}=535.492\). The computed ratios, from \(\kappa=2\) to 4 and from 3 to 5, are both 535.492.

Closer to threshold, at \(\lambda=0.30\), \(\nu=\sqrt{0.05}=0.2236\) and \(\pi/\nu=14.050\). For \(\kappa=1\) the constant in (2) is 1.730, so \(\varepsilon\simeq e^{-12.320}=4.46\times10^{-6}\). The computed value is \(4.08\times10^{-6}\), and the law is 9% above it. At \(\lambda=0.26\) the excess is 2%. For \(\kappa=2\) the law is low by 13% and 3% at the same couplings. These errors shrink roughly as \(\nu^2\), as the derivation requires.

The spread in relative energy gives the physical distinction. Take the weight \(h^2/[s(\varepsilon^2+\eta^2z^2)]\,dz\), which is proportional to \(U^2dx/s\). For a weakly bound normal state \(U^2\simeq\operatorname{sech}x\), and the fraction within \(|z|<10\varepsilon\) is \((2/\pi)\arctan10=0.937\). At \(\varepsilon=10^{-6}\) the computed fractions are 0.937, 0.082 and 0.024 for \(\kappa=0,1,2\). At spatial momenta of order \(a\), \(|z|\sim\varepsilon\) means \(|p_4|\sim\varepsilon a\ll a\), so \(p_4^2\) can be dropped from the exchange denominator and the force is instantaneous. Abnormal states spread over the logarithmic scales between \(|z|\sim\varepsilon\) and \(|z|\sim1\). The share of their weight at \(|z|\sim1\), where \(p_4\) is comparable with the spatial momentum, falls as the box lengthens, yet retardation cannot be dropped, however small the binding. Without \(p_4-q_4\) in the exchange denominator, the right side of the rotated equation would not depend on \(p_4\). Then \(\phi\) would be a function of the spatial momentum divided by the positive \(D\), with no change of sign in \(p_4\). A normal state with \(n\ge2\) can also change sign in \(p_4\), through \(Y\). For the \(n=2\) s-wave, where \(Y\propto\xi_0/\sqrt s\), this happens at \(p_4^2=a^2-\mathbf p^2\), generally far outside the region \(|p_4|\sim\varepsilon a\) that holds its weight. A weakly bound abnormal state instead changes sign at \(z=0\) for odd \(\kappa\) and already at \(|z|\) of order \(\varepsilon\) for even \(\kappa\), and these nodes would be lost.

These statements belong to the equal-mass ladder equation with massless exchange. At \(\alpha>\pi/4\) the coupling is not small, and the omitted crossed ladders, self-energies and vertex corrections have no small parameter to suppress them. The derivation therefore does not show that abnormal states exist in the full field theory.

## Table of computed values

```
All quantities dimensionless; energies in units of m (hbar=c=1)
critical lambda = 0.25, critical alpha = 0.785398
4D integral equation, eta = 0.8: worst residual 1.6e-14
two bases: worst relative difference 2.7e-12
comparison function at z=1: 0.900316
lambda for n=1; columns eps, kappa=0,1,2,3
  9e-01    1.69163    5.32992   10.74220   17.95400
  6e-01    0.90713    3.50707    7.23215   12.19463
  3e-01    0.33781    1.95629    4.08305    6.94709
  1e-01    0.08387    1.03071    2.05522    3.51240
  1e-02    0.00669    0.52207    0.84202    1.41896
  1e-04    0.00006    0.33461    0.39846    0.60246
  1e-06    0.00000    0.29124    0.31241    0.41837
n=1, lambda = 0.5, alpha = 1.570796
columns kappa, eps, M/(2m), binding/m
  0  3.98214e-01  0.9172926617  1.65415e-01
  1  7.82155e-03  0.9999694112  6.11776e-05
  2  7.67268e-04  0.9999997057  5.88700e-07
  3  1.46055e-05  0.9999999999  2.13322e-10
  4  1.43283e-06  1.0000000000  2.05300e-12
  5  2.72750e-08  1.0000000000  7.43926e-16
eps ratio kappa 2/4: 535.492; 3/5: 535.492
predicted ratio exp(pi/nu): 535.492
threshold law, n=1; columns lambda, kappa, eps computed, eps from law
  0.30  1  4.0785e-06  4.4618e-06
  0.30  2  2.2193e-07  1.9281e-07
  0.26  1  1.2553e-13  1.2806e-13
  0.26  2  5.7052e-15  5.5341e-15
matching constant n=1, kappa=1: 1.72968
matching constant n=1, kappa=2: -1.41191
weight fraction in |z| < 10 eps at eps = 1e-06, n=1
  kappa=0: 0.936
  kappa=1: 0.082
  kappa=2: 0.024
normal state n=1 at alpha = 0.01: binding/m = 2.3620e-05
Bohr value alpha^2/4 = 2.5000e-05
```
